\section*{Why the rotating-wave formula fails for CO2-laser dipole traps}

\section{Two errors in opposite directions}

Take an atom with a non-degenerate ground state and one strong line of frequency $\omega_0$ and natural linewidth $\Gamma$. Light of frequency $\omega<\omega_0$ and intensity $I$ shifts the ground state down by
\begin{equation}
|U|=\frac{3\pi c^2\Gamma}{2\omega_0^3}\left[\frac{1}{\omega_0-\omega}+\frac{1}{\omega_0+\omega}\right]I ,
\label{eq:depth}
\end{equation}
and the atom scatters photons at the rate
\begin{equation}
R=\frac{3\pi c^2}{2\hbar\omega_0^3}\left(\frac{\omega}{\omega_0}\right)^{3}\left[\frac{\Gamma}{\omega_0-\omega}+\frac{\Gamma}{\omega_0+\omega}\right]^2 I .
\label{eq:rate}
\end{equation}
The rotating-wave formulas keep the first term in each bracket and have no cubic factor. With $x=\omega/\omega_0$, the ratios are
\begin{equation}
\frac{U}{U_{\rm RW}}=\frac{2}{1+x},\qquad
\frac{R}{R_{\rm RW}}=\frac{4x^3}{(1+x)^2}.
\label{eq:ratios}
\end{equation}
For a model line at 800 nm and light taken at $10.6\,\mu$m, in the range of a CO$_2$ laser, these are 1.86 and 0.0015. The rotating-wave formula gives little more than half the depth, and a scattering rate about 670 times too large.

\section{Why the belief tempts}

The belief is that a large detuning makes the rotating-wave formulas reliable. The argument for it runs as follows. A dipole trap is far detuned, so the atom is barely excited and perturbation theory is excellent. The shift is then $-\hbar\Omega^2/4\Delta$, with $\Delta=\omega_0-\omega$ and $\Omega$ the Rabi frequency. The excited population is $\Omega^2/4\Delta^2$, and multiplying it by $\Gamma$ gives the scattering rate.

The claim about perturbation theory is right: it needs $\Delta\gg\Omega$ and $\Delta\gg\Gamma$, and a large detuning helps. The rotating-wave approximation needs something else, $\Delta\ll\omega_0$, and a large detuning harms it. Between the two conditions lies a wide range in which both hold, and there the formulas work. A CO$_2$-laser trap lies outside it, since $\Delta$ is nearly $\omega_0$ itself.

\section{The light shift}

Let the light be linearly polarized along $z$, with field $E_0\cos\omega t$ at the atom. Let $d$, real and positive, be the matrix element of the $z$ component of the dipole operator,
$\hat d=d\,(|e\rangle\langle g|+|g\rangle\langle e|)$, and let $\Omega=dE_0/\hbar$. The Hamiltonian is
\begin{equation}
H=\hbar\omega_0|e\rangle\langle e|-\hat d\,E_0\cos\omega t .
\end{equation}
For the state $c_g|g\rangle+c_e|e\rangle$ the Schr\"odinger equation gives
\begin{equation}
i\dot c_e=\omega_0c_e-\Omega\cos(\omega t)\,c_g,\qquad
i\dot c_g=-\Omega\cos(\omega t)\,c_e .
\label{eq:se}
\end{equation}
To first order in $\Omega$ set $c_g=1$ in the first equation. If the light is switched on slowly, no free oscillation at $\omega_0$ is excited, and the solution follows the drive:
\begin{equation}
c_e=A\,e^{-i\omega t}+B\,e^{i\omega t}.
\end{equation}
Inserting this and comparing the coefficients of $e^{-i\omega t}$ and $e^{i\omega t}$ gives
\begin{equation}
\omega A=\omega_0A-\tfrac{\Omega}{2},\qquad
-\omega B=\omega_0B-\tfrac{\Omega}{2},
\end{equation}
so that
\begin{equation}
A=\frac{\Omega}{2(\omega_0-\omega)},\qquad
B=\frac{\Omega}{2(\omega_0+\omega)} .
\label{eq:AB}
\end{equation}
The rotating-wave approximation discards $B$. The relative size is $B/A=(\omega_0-\omega)/(\omega_0+\omega)$, which is small near resonance and tends to one at low frequency.

The shift follows from the second equation in (\ref{eq:se}). Its right side is
\begin{equation}
-\frac{\Omega}{2}\left(e^{i\omega t}+e^{-i\omega t}\right)\left(A e^{-i\omega t}+B e^{i\omega t}\right)
=-\frac{\Omega}{2}(A+B)+\text{terms in }e^{\pm 2i\omega t}.
\end{equation}
The oscillating terms average out. The constant term makes the phase of $c_g$ grow steadily, as $e^{-iUt/\hbar}$, with
\begin{equation}
U=-\frac{\hbar\Omega}{2}(A+B)
=-\frac{\hbar\Omega^2}{4}\left[\frac{1}{\omega_0-\omega}+\frac{1}{\omega_0+\omega}\right].
\label{eq:shift}
\end{equation}
Dividing by the value with $B=0$ gives
\begin{equation}
\frac{U}{U_{\rm RW}}=1+\frac BA=\frac{2\omega_0}{\omega_0+\omega}=\frac{2}{1+x}.
\end{equation}

A slowly varying field provides a check that needs no oscillating amplitudes. In a constant field $E$ the lower eigenvalue of the two-level Hamiltonian is
\begin{equation}
\frac{\hbar\omega_0}{2}-\sqrt{\left(\frac{\hbar\omega_0}{2}\right)^2+d^2E^2}\simeq-\frac{d^2E^2}{\hbar\omega_0}.
\end{equation}
With $E=E_0\cos\omega t$ and $\omega\to0$ the atom follows this energy, whose cycle average is $-\hbar\Omega^2/2\omega_0$, because $\cos^2$ averages to one half. Equation (\ref{eq:shift}) gives the same value. The rotating-wave term gives $-\hbar\Omega^2/4\omega_0$, half of it. As $\omega\to0$ the two halves $e^{\pm i\omega t}$ of the field become the same constant, so $A=B$ and they count equally.

\section{What an oscillating dipole emits}

Both $\Gamma$ and the scattering rate follow from one calculation. Suppose that the matrix element of $\hat d$ between the initial and final atomic states varies in time as $D e^{-i\nu t}$. How fast are photons emitted into the vacuum?

In a box of volume $V$, a mode of frequency $\omega_k$ has field amplitude $\mathcal E_k=\sqrt{\hbar\omega_k/2\epsilon_0V}$ and a polarization vector with $z$ component $s$. Creating a photon in it brings the factor $e^{i\omega_kt}$. First-order perturbation theory gives the emission probability
\begin{equation}
P_k=\frac{D^2\mathcal E_k^2s^2}{\hbar^2}\left|\int_0^t e^{i(\omega_k-\nu)t'}dt'\right|^2
\to\frac{D^2\mathcal E_k^2s^2}{\hbar^2}\,2\pi t\,\delta(\omega_k-\nu).
\end{equation}
The squared integral is a peak at $\omega_k=\nu$ of area $2\pi t$ and width of order $1/t$, narrow once $t$ is long compared with $1/\nu$. The last form keeps the part of the probability that grows in proportion to $t$. With a sharp start at $t=0$ the wings of the peak, summed over high-frequency modes, add a further amount that depends on the cutoff but does not grow with $t$, and so does not enter the rate. The photon therefore has the frequency $\nu$ at which the matrix element oscillates.

Now sum over modes. For a direction at angle $\theta$ to $z$, the two polarizations together give $\sum s^2=\sin^2\theta$, whose integral over solid angle is $8\pi/3$. The number of wave vectors per unit solid angle and frequency is $V\omega_k^2/(8\pi^3c^3)$. Dividing by $t$ gives the rate
\begin{equation}
\frac{2\pi D^2}{\hbar^2}\cdot\frac{\hbar\nu}{2\epsilon_0V}\cdot\frac{V\nu^2}{8\pi^3c^3}\cdot\frac{8\pi}{3}
=\frac{\nu^3D^2}{3\pi\epsilon_0\hbar c^3}.
\label{eq:emission}
\end{equation}
Two powers of $\nu$ come from the density of modes and one from the squared vacuum field in each mode.

For spontaneous decay the matrix element $\langle g|\hat d|e\rangle$ has size $d$ and oscillates at $\omega_0$, so
\begin{equation}
\Gamma=\frac{\omega_0^3d^2}{3\pi\epsilon_0\hbar c^3}.
\label{eq:gamma}
\end{equation}
This turns the shift into a formula in $\Gamma$ and $I$. From $I=\epsilon_0cE_0^2/2$,
\begin{equation}
\Omega^2=\frac{d^2E_0^2}{\hbar^2}
=\frac{1}{\hbar^2}\cdot\frac{3\pi\epsilon_0\hbar c^3\Gamma}{\omega_0^3}\cdot\frac{2I}{\epsilon_0c}
=\frac{6\pi c^2\Gamma I}{\hbar\omega_0^3}.
\label{eq:omega2}
\end{equation}
Inserting this in (\ref{eq:shift}) gives (\ref{eq:depth}).

\section{The scattering rate}

In elastic scattering the atom begins and ends in the driven ground state. The matrix element that matters is therefore the mean dipole in that state. The slow phase of $c_g$ cancels, and to first order in $\Omega$
\begin{equation}
\langle\hat d\rangle=d\,(c_e+c_e^*)=d\,(A+B)\left(e^{-i\omega t}+e^{i\omega t}\right).
\label{eq:dipole}
\end{equation}
The part in $e^{-i\omega t}$ can emit a photon, of frequency $\omega$. The part in $e^{i\omega t}$ would require $\omega_k=-\omega$ and emits nothing. In the emitting part, $A$ describes absorption of a laser photon followed by emission; $B$ describes the other order, in which the atom goes up while emitting and comes down while absorbing.

Equation (\ref{eq:emission}) with $\nu=\omega$ and $D=d(A+B)$, divided by (\ref{eq:gamma}), gives
\begin{equation}
R=\Gamma\,x^3(A+B)^2 .
\label{eq:R}
\end{equation}
With (\ref{eq:AB}) and (\ref{eq:omega2}) this is (\ref{eq:rate}). Processes that leave the atom excited need at least two laser photons. Their rate is of order $\Omega^4$ or higher and is neglected here.

The rotating-wave rate is $R_{\rm RW}=\Gamma A^2$, so
\begin{equation}
\frac{R}{R_{\rm RW}}=x^3\left(1+\frac BA\right)^2=\frac{4x^3}{(1+x)^2}.
\end{equation}
The logarithmic derivative of this ratio is $3/x-2/(1+x)=(3+x)/[x(1+x)]$, which is positive. The ratio thus rises steadily from zero at $x=0$ to one at $x=1$: within this model, and to lowest order in $\Omega$, the rotating-wave rate is too large for all red-detuned light.

The two factors pull in opposite directions. Restoring the counter-rotating term alone multiplies the rate by $4/(1+x)^2>1$ and makes the overestimate worse. The cubic factor is what brings the rate down, and it has nothing to do with dropping $B$. It corrects the use of $\Gamma$, which is a rate of emission at $\omega_0$, for photons that leave at $\omega$.

\section{Why the population does not decay at the natural rate}

The argument ``excited population times $\Gamma$'' deserves its own refutation, because it sounds independent of any approximation. The cycle-averaged population is $A^2+B^2$; the cross terms oscillate at $2\omega$ and drop out. Multiplying by $\Gamma$ gives neither (\ref{eq:R}) nor the rotating-wave rate.

A static field shows what is wrong. It too mixes $|e\rangle$ into the ground state, yet the atom is then in the lowest stationary state of its Hamiltonian and has no energy to radiate. The admixture is a polarization of the ground state and not a supply of excited atoms. In an oscillating field the energy for each scattered photon comes from the laser, one quantum $\hbar\omega$ at a time. Near resonance $x^3\to1$ and $B/A\to0$, and the population argument gives the right number.

The same fault sits in the shortcut $\hbar R_{\rm RW}=(\Gamma/\Delta)|U_{\rm RW}|$, which follows from $R_{\rm RW}=\Gamma A^2$ and $|U_{\rm RW}|=\hbar\Omega A/2$. The correct relation comes from (\ref{eq:R}) and (\ref{eq:shift}):
\begin{equation}
\frac{\hbar R}{|U|}=\frac{2\Gamma x^3(A+B)}{\Omega}
=\frac{\Gamma}{\Delta}\cdot\frac{2x^3}{1+x}.
\end{equation}
Someone who takes the correct depth and then applies the factor $\Gamma/\Delta$ still overestimates the scattering, by $(1+x)/2x^3$.

\section{Numbers for a CO$_2$-laser trap}

Take round model parameters: a line at 800 nm with $\Gamma/2\pi=6$ MHz, and a $10.6\,\mu$m beam of power $P=50$ W and waist $w=50\,\mu$m. Then $x=800/10600=0.07547$. A Gaussian profile $I_0e^{-2r^2/w^2}$ carries the power $\pi w^2I_0/2$, so the peak intensity is
\begin{equation}
I_0=\frac{2P}{\pi w^2}=1.273\times10^{10}\ \mathrm{W\,m^{-2}} .
\end{equation}
Equation (\ref{eq:omega2}) gives $\Omega=7.686\times10^{11}$ rad/s, or $\Omega/\omega_0=3.2642\times10^{-4}$, so perturbation theory is safe. The amplitudes are
\begin{align}
A&=\frac{3.2642\times10^{-4}}{2(1-0.07547)}=1.765\times10^{-4},\\
B&=\frac{3.2642\times10^{-4}}{2(1+0.07547)}=1.518\times10^{-4}.
\end{align}
The term that was to be neglected is 86\% of the one kept. The depth is
\begin{equation}
|U|=\frac{\hbar\Omega}{2}(A+B)=1.330\times10^{-26}\ \mathrm{J},
\end{equation}
which is 0.964 mK after division by Boltzmann's constant. The rotating-wave value is 0.518 mK.

For the scattering rate, $\Gamma=3.770\times10^{7}\ \mathrm{s^{-1}}$ and $x^3=4.299\times10^{-4}$ give
\begin{align}
R&=\Gamma x^3(A+B)^2=1.75\times10^{-3}\ \mathrm{s^{-1}},\\
R_{\rm RW}&=\Gamma A^2=1.17\ \mathrm{s^{-1}}.
\end{align}
The atom scatters one photon in about 570 s, while the rotating-wave formula predicts one in 0.85 s. The half-repaired formula, with both terms but no cubic factor, gives $4.06\ \mathrm{s^{-1}}$. The full excited population times $\Gamma$ gives $2.04\ \mathrm{s^{-1}}$. Both are further from the truth than the formula they were meant to improve.

The ratios (\ref{eq:ratios}) for the same line at three laser wavelengths are:

\begin{center}
\begin{tabular}{rcc}
laser & $U/U_{\rm RW}$ & $R/R_{\rm RW}$\\
\hline
850 nm & 1.030 & 0.885\\
1064 nm & 1.142 & 0.554\\
10600 nm & 1.860 & 0.00149
\end{tabular}
\end{center}

At 1064 nm the depth is still tolerable for a rough estimate, but the rotating-wave scattering rate is already 1.8 times too large.

The numerical check tests the amplitude $A+B$ and the emission frequency without assuming them; the cubic growth of the mode strength is an input, taken from (\ref{eq:emission}). It follows a pulsed two-level atom coupled to a continuum of photon modes whose strength grows as $\omega_k^3$, and counts the photons found with the atom in its ground state, as elastic scattering requires. Photons that accompany an excited atom are left out: in this model they appear even without laser light. About half of them are the virtual photons that dress the ground state for as long as the atom is coupled to the vacuum, and a slow start would leave these too; the sudden start of the coupling adds about as many again. At $x=0.22$ their number is 0.0287 of the rotating-wave prediction, against 0.0286 from (\ref{eq:ratios}); at $x=0.40$ it is 0.1310 against 0.1306. More than 99.9\% of the counted photons lie within a quarter of the drive frequency from it, as the argument for emission at $\omega$ requires.

\section{Atoms with many lines}

A real atom has many excited states $j$, with frequencies $\omega_j$ and matrix elements $d_j$. To first order each amplitude is driven from the ground state independently, so the shifts add. Writing $U=-\alpha E_0^2/4$ defines the polarizability
\begin{equation}
\alpha=\sum_j\frac{d_j^2}{\hbar}\left[\frac{1}{\omega_j-\omega}+\frac{1}{\omega_j+\omega}\right]
=\sum_j\frac{d_j^2}{\hbar(\omega_j-\omega)}\cdot\frac{2\omega_j}{\omega_j+\omega},
\end{equation}
where the sum includes the continuum. The rotating-wave version lacks the last factor. If $\omega$ lies below all the lines, the weights $d_j^2/(\omega_j-\omega)$ are positive, and the ratio of the two polarizabilities is a weighted mean of $2\omega_j/(\omega_j+\omega)$. This factor grows with $\omega_j$ and stays below 2. The ratio therefore lies between the value for the lowest line and 2: lines above the lowest one cannot rescue the approximation.

Hydrogen in its 1s state illustrates this. A nonrelativistic calculation with a fixed nucleus and a finite radial basis gives, at $10.6\,\mu$m, $\alpha=4.500$ atomic units with both terms and 2.273 with the rotating term alone. The ratio is 1.980, just above the 1.977 of the lowest line.

Equations (\ref{eq:depth}) and (\ref{eq:rate}) themselves have limits. They describe one line. In a real atom the other lines contribute to the shift, deepening it if they lie above the laser frequency and reducing it if they lie below, and their dipoles enter the scattering amplitude, with the same signs, before it is squared. They omit saturation and damping, and so fail when $\Delta$ is no longer large compared with $\Omega$ and $\Gamma$. Being of lowest order in $\Omega$, they also fail in narrow windows around multiphoton resonances. At $3\omega\approx\omega_0$ the two-level model has an effective Rabi frequency $9\Omega^3/16\omega_0^2$. With the $\Omega$ and $\Gamma$ used above, the resonant rate is about $56\ \mathrm{s^{-1}}$ against $0.19\ \mathrm{s^{-1}}$ from (\ref{eq:rate}), and it exceeds the latter within about $\pm17$ MHz of laser frequency. They also omit Raman scattering, which can occur when the ground level has several sublevels.

\section*{Computed values}
\begin{verbatim}
line wavelength = 800 nm
linewidth gamma/2pi = 6.0 MHz
laser wavelength = 10.6 um
power = 50 W, waist = 50 um
w0 = 2.3546e+15 rad/s, gamma = 3.7699e+07 1/s
w = 1.7770e+14 rad/s, x = w/w0 = 0.07547
peak intensity = 1.2732e+10 W/m^2
field amplitude E0 = 3.0973e+06 V/m
dipole element d = 2.6168e-29 C m
Rabi frequency = 7.6858e+11 rad/s, over w0 = 3.264e-04
mode sum / gamma, emission at w0: 1.0014
mode sum / gamma, emission at w0/2: 0.1253
depth, full = 0.9636 mK = 1.3304e-26 J
depth, RWA = 0.5182 mK
depth from Floquet = 0.9636 mK
depth ratio full/RWA = 1.8596
scattering, full = 1.7466e-03 1/s
mean time between photons, full = 572.5 s
scattering, RWA = 1.1749 1/s
mean time between photons, RWA = 0.851 s
scattering ratio RWA/full = 672.6
cubic factor x^3 = 4.2989e-04
both terms but no x^3: 4.0630 1/s
excited population (Floquet) = 5.4194e-08
gamma times population = 2.0431 1/s
static-limit shift / RWA shift = 1.9999
laser nm | x | depth full/RWA | scattering full/RWA
850 | 0.9412 | 1.0303 | 0.88499
1064 | 0.7519 | 1.1416 | 0.55398
10600 | 0.0755 | 1.8596 | 0.00149
pulse test: x | photons/RWA | 4x^3/(1+x)^2 | part near w
0.22 | 0.02866 | 0.02862 | 1.000000
0.40 | 0.13101 | 0.13061 | 1.000000
hydrogen static polarizability = 4.500000 a.u.
hydrogen at laser, full = 4.50049 a.u.
hydrogen at laser, RWA = 2.27335 a.u.
hydrogen ratio full/RWA = 1.97967
ratio for its lowest line alone = 1.97734
\end{verbatim}
